# Counting the modes of a disordered harmonic chain by Sturm signs

Take masses $m_1,\dots,m_N$ on a line, joined by springs $k_1,\dots,k_{N-1}>0$. Springs $k_0,k_N\ge 0$ tie the end masses to walls; a zero value means a free end. Choose an angular frequency $\omega$, set $\lambda=\omega^2$, and compute

$$d_1=k_0+k_1-\lambda m_1,\qquad d_i=k_{i-1}+k_i-\lambda m_i-\frac{k_{i-1}^2}{d_{i-1}}. \tag{1}$$

The number of negative $d_i$ is the number $\nu(\lambda)$ of modes with squared frequency strictly below $\lambda$. If some $d_i$ vanishes, it is replaced by a tiny positive number. The integrated density of states per mass is $\nu/N$. One frequency costs $N$ steps of (1), whatever the disorder, and no matrix is diagonalised.

## What goes wrong with the determinant

Let $u_i$ be the displacement amplitude of mass $i$. For motion at frequency $\omega$ the acceleration is $-\lambda u_i$, so Newton's equation reads

$$-\lambda m_iu_i=k_i(u_{i+1}-u_i)-k_{i-1}(u_i-u_{i-1}), \tag{2}$$

with $u_0=u_{N+1}=0$ at the walls. In matrix form this is $Ku=\lambda Mu$. Here $M$ is diagonal, and $K$ has diagonal entries $k_{i-1}+k_i$ and entries $-k_i$ beside the diagonal.

Full diagonalisation answers more than was asked. For $N=7424$, the size of the film treated below, a dense matrix of eigenvectors has $5.5\times10^7$ entries, or about 440 MB in double precision. Eigenvalues alone need less memory, but the work still grows as $N^2$.

A cheaper idea is to evaluate $\det(K-\lambda M)$ on a grid of $\lambda$ and look for sign changes. It has two faults. First, the sign of the determinant tells whether the number of modes below $\lambda$ is even or odd, and nothing more. Two modes between neighbouring grid points leave no trace, and a disordered chain can have very close modes. Second, the numbers overflow. If a spring ties the last mass to the right wall, the determinant is proportional to the displacement obtained by running (2) from the left end to that wall, and at a frequency that a stretch of chain cannot carry, this displacement grows exponentially.

The growth is easily estimated. In a uniform chain (2) becomes $u_{i+1}+u_{i-1}=(2-\lambda m/k)u_i$. The trial form $u_i=\rho^i$ gives $\rho+1/\rho=2-\lambda m/k$. The band ends where the right side reaches $-2$, that is at $\lambda=4k/m$. For the Ge chain used below the band top is 9.61 THz. At 15 THz the right side is $2-4(15/9.61)^2=-7.75$, and the larger root has $|\rho|=7.6$. After about 350 such planes the displacement exceeds $10^{308}$, the limit of double precision.

Both faults have one cure. Instead of the product, keep its factors and read the sign of each.

## From the product to its factors

The factors come from completing squares in the quadratic form

$$Q(u)=u^{T}(K-\lambda M)u=\sum_{i=1}^{N}a_iu_i^2-2\sum_{i=1}^{N-1}k_iu_iu_{i+1},\qquad a_i=k_{i-1}+k_i-\lambda m_i .$$

The terms containing $u_1$ are

$$a_1u_1^2-2k_1u_1u_2=d_1\Big(u_1-\frac{k_1}{d_1}u_2\Big)^2-\frac{k_1^2}{d_1}u_2^2,\qquad d_1=a_1 .$$

The leftover term changes the coefficient of $u_2^2$ from $a_2$ to $a_2-k_1^2/d_1$, which is $d_2$. The terms containing $u_2$ now have the same shape as those of $u_1$ before, so the step repeats down the chain and yields (1) together with

$$Q=\sum_{i=1}^N d_iy_i^2,\qquad y_i=u_i-\frac{k_i}{d_i}u_{i+1}\ (i<N),\qquad y_N=u_N. \tag{3}$$

The change from $u$ to $y$ is triangular with ones on the diagonal. It is therefore invertible with unit determinant, and $\det(K-\lambda M)=d_1d_2\cdots d_N$. The $d_i$ are called pivots.

**Why the signs count modes.** The matrix $M^{-1/2}KM^{-1/2}$ is real and symmetric, so it has $N$ orthonormal eigenvectors $v_s$ with eigenvalues $\lambda_s$. The vectors $e_s=M^{-1/2}v_s$ satisfy $Ke_s=\lambda_sMe_s$ and $e_s^TMe_r=\delta_{sr}$. Writing $u=\sum_sc_se_s$ gives a second sum of squares for the same form,

$$Q=\sum_{s=1}^N(\lambda_s-\lambda)c_s^2. \tag{4}$$

Let $n$ of the pivots be negative and none zero. By (3), $Q<0$ for every nonzero vector in a space of dimension $n$ (set $y_i=0$ wherever $d_i>0$). By (4), $Q\ge0$ on a space of dimension $N-\nu$, spanned by the modes with $\lambda_s\ge\lambda$. These spaces share no nonzero vector, so their dimensions add up to at most $N$, and $n\le\nu$. Now exchange the roles. By (4), $Q<0$ on the $\nu$ modes below $\lambda$, and by (3), $Q\ge0$ on a space of dimension $N-n$. Hence $\nu\le n$, and so $n=\nu$.

A chain of four masses $1,2,1,2$ with five unit springs shows the gain. At $\lambda=1.5$ the coefficients $a_i$ are $0.5,-1,0.5,-1$, and

$$d_1=0.5,\quad d_2=-1-\tfrac1{0.5}=-3,\quad d_3=0.5+\tfrac13=0.833,\quad d_4=-1-\tfrac1{0.833}=-2.2 .$$

Two pivots are negative, and two of the eigenvalues $0.251,\,0.836,\,2.164,\,2.749$ lie below 1.5. The determinant is the product, $+2.75$. At $\lambda=0$ it is also positive, so a search for sign changes between these two points would report no mode.

**The same signs as nodes.** Run (2) from the left wall with $u_1=1$. It reads $k_iu_{i+1}=a_iu_i-k_{i-1}u_{i-1}$ for $i\ge2$, and $k_1u_2=a_1u_1$ for the first mass. Division by $u_i$ reproduces (1), with

$$d_i=k_i\,\frac{u_{i+1}}{u_i}. \tag{5}$$

For $k_N>0$ a negative pivot is thus a change of sign between neighbouring displacements, the last one being $u_{N+1}$ at the right wall. The recursion counts the nodes of the propagated wave, and it keeps the ratios of displacements instead of the displacements that overflow.

## Vanishing pivots and rounding

Division by zero is the new danger. To find the right replacement, differentiate (1) with respect to $\lambda$:

$$d_i'=-m_i+\frac{k_{i-1}^2}{d_{i-1}^2}\,d_{i-1}'=-m_i+\frac{u_{i-1}^2}{u_i^2}\,d_{i-1}' ,$$

where (5) was used. Starting from $d_1'=-m_1$, repeated substitution gives

$$d_i'=-\frac1{u_i^2}\sum_{j\le i}m_ju_j^2<0. \tag{6}$$

Every pivot falls as $\lambda$ rises, apart from jumps at its poles. A pivot that reaches zero at $\lambda$ is therefore positive just below $\lambda$. The number of modes strictly below $\lambda$ does not change when $\lambda$ is lowered by a sufficiently small amount, so the signs to use are those just below. This is what a tiny positive replacement supplies. The next pivot is then very large and negative, and the one after it is close to its $a_i$. If that is zero too, the same argument and the same rule apply. At the last mass, $d_N=0$ means that $\lambda$ is itself an eigenvalue, and the rule leaves it out of the strict count.

Rounding could still spoil signs over thousands of steps, since a pivot near zero has a large relative error. Let $\varepsilon\approx10^{-16}$ bound the relative error of one arithmetic operation. The computed pivot $\hat d_i$ is

$$\hat d_i=\Big\{\big[(k_{i-1}+k_i)(1+\delta_1)-\lambda m_i(1+\delta_2)\big](1+\delta_3)-\frac{k_{i-1}^2(1+\delta_4)(1+\delta_5)}{\hat d_{i-1}}\Big\}(1+\delta_6),$$

with all $|\delta|\le\varepsilon$. Define $\tilde d_i=\hat d_i/[(1+\delta_3)(1+\delta_6)]$, which has the sign of $\hat d_i$. Then

$$\tilde d_i=(k_{i-1}+k_i)(1+\delta_1)-\lambda m_i(1+\delta_2)-\frac{k_{i-1}^2(1+\eta)}{\tilde d_{i-1}},$$

where $\eta$ collects five factors, so $|\eta|\le5\varepsilon$ to first order. The computed signs thus belong to an error-free recursion for a form $\tilde Q$ with slightly altered entries. The coupling $k_{i-1}$ is altered by at most $2.5\varepsilon$ of itself. With $2|u_iu_{i+1}|\le u_i^2+u_{i+1}^2$ one finds

$$|\tilde Q-Q|\le\varepsilon\Big[3.5\max_i\frac{k_{i-1}+k_i}{m_i}+\lambda\Big]\,u^TMu .$$

A change of $Q$ by at most $h\,u^TMu$ has no more effect than moving $\lambda$ by $h$. The count is therefore right unless an eigenvalue lies within the bracketed quantity times $\varepsilon$, and this window does not widen with $N$. The bound holds to first order in $\varepsilon$ and without overflow. In a test on two random chains of 150 masses, one held by walls and one free, the count rose by one across each eigenvalue found by diagonalisation, within $10^{-12}$ of the largest eigenvalue on either side.

## When one sample speaks for the material

A single disordered chain is of interest if its count per mass approaches a limit. Cut one bond. This removes $k_i(u_{i+1}-u_i)^2$ from $Q$, so $Q$ can only fall and $\nu$ cannot decrease. Suppose the cut chain has $\nu'$ modes below $\lambda$. Within the corresponding negative space, the vectors with $u_i=u_{i+1}$ form a space of dimension at least $\nu'-1$, and on it the old and new forms agree. Hence

$$\nu\le\nu'\le\nu+1. \tag{7}$$

The same reasoning applies to a wall spring, so freeing both ends adds at most two modes.

Let masses and springs be drawn independently from fixed distributions, and let $E_L$ be the mean count of a free chain of length $L$. Cutting a chain of length $pL$ into $p$ pieces gives, by (7), $pE_L-(p-1)\le E_{pL}\le pE_L$. Thus $E_{pL}/(pL)$ lies within $1/L$ of $E_L/L$. Two lengths $L$ and $L'$ can be compared through their common multiple $LL'$, so the ratios $E_L/L$ converge. Their limit $n(\lambda)$ obeys $(E_L-1)/L\le n\le E_L/L$.

The scatter between samples can be bounded as well. Let the masses alone be random. Changing one of them changes $Q$ by a single square, and so changes $\nu$ by at most one. Reveal the masses one after another and follow the expected count given those already known. Each step moves it by at most one, and each step has zero mean given the past, so different steps are uncorrelated. The variance of $\nu$ is then at most $N$, and the standard deviation of $\nu/N$ is at most $N^{-1/2}$. For masses 1 or 3 with equal chance, unit springs and $\lambda=1.5$, sets of 400 chains with 500 and with 8000 masses had scatters of $\nu/N$ in the ratio 3.75. Scaling as $N^{-1/2}$ predicts 4, and the sampling error of the ratio is about 5%.

**The low-frequency limit.** Consider a stretch of $\ell$ masses, long enough to average the disorder and short compared with the wavelength. The tension $T=k_i(u_{i+1}-u_i)$ is nearly constant along it, so the displacement changes by $T\sum1/k_i=\ell\langle1/k\rangle T$. By (2) the tension changes by $-\omega^2\sum m_iu_i=-\omega^2\ell\langle m\rangle u$. With $x$ counting masses,

$$\frac{du}{dx}=\Big\langle\frac1k\Big\rangle T,\qquad\frac{dT}{dx}=-\omega^2\langle m\rangle u .$$

Hence $u''=-q^2u$ with $q=\omega\sqrt{\langle m\rangle\langle1/k\rangle}$. Nodes are $\pi/q$ apart, and counting them gives

$$\frac{\nu}{N}\to\frac{\omega}{\pi}\sqrt{\langle m\rangle\langle1/k\rangle}. \tag{8}$$

Masses average directly, whereas springs average through their compliances, because springs in series add their extensions. In a chain of 20000 masses with both kinds of disorder, at $\omega=0.02$ in the chain's units, the count is 173 and (8) gives 173.3.

## A silicon–germanium film

Consider a superlattice grown along [001], with layers of Si and Ge in turn. Each layer is 4 to 12 atomic planes thick, all values being equally likely, and the interfaces are sharp. Count the longitudinal modes whose in-plane wavevector is zero. Each plane then moves as a rigid body, and a twofold axis along the growth direction separates this motion from the transverse ones. If forces reach only neighbouring planes, the film is a chain with one mass per plane, 28.09 u or 72.63 u. The spring constant per atom is taken as 110 N/m for all bonds and the plane spacing as 0.14 nm; both are rough typical values. The film has 7424 planes, is 1039 nm thick, and is clamped at both ends. These modes are a small part of the film's full vibrational spectrum, which includes every in-plane wavevector and polarisation.

At 0.2 THz formula (8) can be followed by hand. With 3743 Ge planes the mean mass is 50.5 u, or $8.39\times10^{-26}$ kg, and $\sqrt{\langle m\rangle/k}=2.76\times10^{-14}$ s. Since $\omega/\pi=2f$, the predicted count is $2(0.2\times10^{12})(7424)(2.76\times10^{-14})=82$. The recursion also gives 82.

At 6 THz the film has 2539 modes below, or 0.342 per plane. Twelve other films drawn by the same rule average 2534.5 with a standard deviation of 4.5. Twelve is a small sample: 200 such films give nearly the same mean and a standard deviation of about 7 modes, or 0.3%. One film thus fixes the count to a few tenths of a percent at this frequency. At 300 random frequencies between 0.05 and 16 THz the recursion agreed with a diagonalisation of the whole film.

**What the disorder does.** Compare a periodic film of the same length, with 8 planes of each element per period and the same springs. Its transfer matrix over one period has unit determinant, so its eigenvalues are $\rho$ and $1/\rho$. Waves propagate if $|\rho|=1$, which requires half the trace to lie between $-1$ and $1$. On a frequency grid of 0.001 THz, the first interval where this fails runs from 0.996 to 1.321 THz. A periodic ring has no mode there. Opening the ring into a clamped film replaces $k(u_1-u_N)^2$ by $ku_1^2+ku_N^2$. The difference is $2ku_1u_N=\tfrac k2[(u_1+u_N)^2-(u_1-u_N)^2]$, one positive and one negative square. Any count thus shifts by at most one, and at most two modes can enter the gap. The count finds one.

The random film has 112 modes in the same interval. Formula (8), which knows nothing of gaps, would put $410\ \text{THz}^{-1}\times0.325\ \text{THz}=133$ there. In this film, then, random layer thickness at nearly the same composition puts into the first minigap 84% of the modes that the gapless formula would. That says where modes exist, not how well they carry heat: localised and extended modes count alike.

**The Ge band top.** Restrict $u$ to vectors that vanish on all Si planes. Since $(a-b)^2\le2a^2+2b^2$, the elastic term of $Q$ is at most $4k\sum u_i^2$. Equality would need an alternating displacement of constant size along the whole chain, which the clamped planes forbid. At $\lambda=4k/m_{\rm Ge}$, or 9.61 THz, $Q$ is therefore negative on a space of dimension 3743, and at least that many modes lie below. The count is 5116. For any $u$ the elastic term is at most $4k\sum u_i^2\le(4k/m_{\rm Si})\,u^TMu$, so no mode lies above the Si band top. The remaining 2308 modes therefore lie between 9.61 THz and the top of the Si band at 15.46 THz.

**Finding one mode.** The count is a staircase in $f$, so mode number $j$ lies where it first reaches $j$. Evaluate it at 65 points, keep the subinterval containing the step, and repeat. Seven rounds shrink 16.5 THz by $64^7$, to about $4\times10^{-12}$ THz. Mode 3712, the lower of the two middle ones, comes out at 8.14745777 THz, and diagonalisation gives the same digits. They show the precision of the search, not that of the model: in two other random films, of 1400 planes each, the second-neighbour spring introduced below raised the middle frequency by about 0.7 THz. The density of states per plane follows from differences, $[\nu(f+\Delta f)-\nu(f)]/(N\Delta f)$, with $\Delta f$ wide enough to hold many modes.

**The model beside the real film.** The spring of 110 N/m puts the Si band top at 15.5 THz, close to the real optical frequency. The Ge top is somewhat high against a rough 9 THz. Softening the Ge bonds by 10%, and the Si–Ge bonds by half as much, raises the count by 3.5% at 2 THz and 4.2% at 6 THz; stiffening them by the same amounts, as compressive strain might, lowers it by 2.9% and 3.4%. At these two frequencies, the assumption that matters most among those tested is that forces stop at the neighbouring plane. It gives Si a sound speed of 6.8 km/s, against a rough 8.4 km/s. A second-neighbour spring of 14.5 N/m restores the Si speed and lowers the count by 18% at 2 THz and 17% at 6 THz, relative to the same 2000 planes without it. The same spring takes the Ge speed from 4.2 to 5.2 km/s, past a rough 4.9 km/s, so these percentages give the size of the effect and not a correction for the real film.

The other effects sized at 2 and 6 THz are smaller. Mixing one plane on each side of every interface, represented by the mean mass, adds less than 1%. So does a rough 0.5% softening on heating by 100 K, and freeing the ends adds one mode at each of these frequencies; elsewhere it can add none or two. Near the Ge band top and above it the order of importance changes: there the stiffness of the Ge bonds, and at higher frequencies the mixing at interfaces, can matter about as much as the second neighbours. Real mixing also scatters waves into other in-plane directions, which the chain cannot describe and which is not estimated here. Anharmonicity gives each mode a width. A width of 0.1 THz, roughly that of the optical line of Si at room temperature, would cover about 50 modes near 6 THz, spaced roughly 2 GHz apart; acoustic modes can be narrower. Wherever the width exceeds the spacing, neighbouring modes overlap in frequency, and the smoothed count is more useful than the position of a single mode.

With second-neighbour forces $K$ is no longer tridiagonal and (1) fails as written. Grouping the planes in pairs restores coupling between neighbouring groups alone. The same completion of squares then yields $2\times2$ pivot matrices, whose negative eigenvalues are counted. Damping is a more serious limit: the frequencies become complex and in general have no order along a line, so the count describes only the chain without damping.

The full table of counts is in the numerical output.

## Table of computed values

```
Hand chain masses (unit mass): [1. 2. 1. 2.]  all springs 1
Hand chain trial lam (k/m units): 1.5
Hand chain pivots: [ 0.5    -3.      0.8333 -2.2   ]
Hand chain negative pivots: 2
Hand chain eigenvalues: [0.2514 0.8359 2.1641 2.7486]
Random chain, 20000 masses, omega=0.02: count 173, law 173.3
Scatter ratio, 500 against 8000 masses: 3.75
Film: 7424 planes, 1039 nm, spring 110 N/m, spacing 0.14 nm
Layer thickness range: 4 to 12 planes; Ge planes: 3743
Masses: Si 28.09 u, Ge 72.63 u
Band top of pure chains: Si 15.46 THz, Ge 9.61 THz
f (THz) | modes below, random film | per plane | periodic film
  0.5 |   206 | 0.0277 |   205
  1.0 |   415 | 0.0559 |   463
  2.0 |   798 | 0.1075 |   806
  4.0 |  1634 | 0.2201 |  1643
  6.0 |  2539 | 0.3420 |  2538
  8.0 |  3620 | 0.4876 |  3610
 10.0 |  5219 | 0.7030 |  5104
 12.0 |  5775 | 0.7779 |  5569
 14.0 |  6452 | 0.8691 |  6496
 15.0 |  7010 | 0.9442 |  6960
Modes below the Ge band top: 5116
At 0.2 THz: count 82, low-frequency law 82.0
First minigap, periodic film: 0.996 to 1.321 THz
Modes inside it: periodic 1, random 112
Mode 3712 by counting, 7 rounds: 8.14745777 THz
Mode 3712 by diagonalisation: 8.14745777 THz
12 films at 6 THz: mean 2534.5, standard deviation 4.5 modes
Change of the count at 2 THz and at 6 THz:
Ge bonds -10 %: +28 (+3.5 %), +107 (+4.2 %)
Ge bonds +10 %: -23 (-2.9 %), -86 (-3.4 %)
Interfaces mixed, one plane each side: +3 (+0.4 %), +21 (+0.8 %)
Frequencies lowered by 0.5 %: +3 (+0.4 %), +16 (+0.6 %)
Free ends: +1 (+0.1 %), +1 (+0.0 %)
Second-neighbour planes (first 2000 planes): -38 (-17.8 %), -118 (-17.3 %)
Si sound speed: chain 6.80 km/s, rough real 8.4 km/s; second spring 14.5 N/m
Modes within a 0.1 THz width at 6 THz: 52, mean spacing 1.92 GHz
```
